# In-Plane Heat Conduction of a Thick Film with Diffuse Walls

## The situation

A flat film fills the region $0<z<d$ and is very long and wide in the $x$ and $y$ directions. Heat is carried by phonons in a gray model: all phonons share one speed $v$, one relaxation time $\tau$ and one mean free path $\Lambda=v\tau$. Their heat capacity per unit volume is $C$. Scattering inside the film conserves energy and sends phonons equally into all directions. Both walls are fully diffuse: a wall returns all the energy that reaches it, with the same intensity in every outgoing direction.

A small, uniform temperature gradient $G=dT/dx$ is held along the film, and the state is steady. Over the temperature range in question $C$, $v$ and $\tau$ are constant, and terms of second order in $G$ are dropped.

Directions are given by the angle $\theta$ from the $z$ axis, with $\mu=\cos\theta$, and by the azimuth $\phi$ measured from the $x$ axis. The reduced thickness is $\delta=d/\Lambda$. Numbers are in cgs units, except that lengths are mostly given in nm and main results also in W/(m K).

## Part (a): the phonon distribution

**Question.** Let $e(x,z,\theta,\phi)$ be the phonon energy per unit volume and unit solid angle. Set up the Boltzmann equation for $e$ to first order in $G$, find the condition at the walls, and solve for the departure from local equilibrium.

**Answer.** Scattering drives $e$ towards its own average over directions, $\bar e$, so in the steady state

$$\mathbf v\cdot\nabla e=-\frac{e-\bar e}{\tau}.$$

Write $e=u(T(x))/4\pi+h$, where $u$ is the equilibrium energy density, $du/dT=C$, and $h$ is the departure. We try a temperature that does not vary across the film and an $h$ that does not depend on $x$. The $x$ component of velocity is $v\sin\theta\cos\phi$ and the $z$ component is $v\mu$, so

$$v\sin\theta\cos\phi\,\frac{CG}{4\pi}+v\mu\frac{\partial h}{\partial z}=-\frac{h-\bar h}{\tau}.$$

The driving term is proportional to $\sin\theta\cos\phi$, which suggests

$$h=-\frac{C\Lambda G}{4\pi}\,\sin\theta\cos\phi\;g(z,\mu).$$

The minus sign makes $g$ positive when heat flows down the gradient. Since $\int_0^{2\pi}\cos\phi\,d\phi=0$, the average $\bar h$ vanishes, which confirms that the temperature can be uniform across the film. Insert this form and divide by $(CvG/4\pi)\sin\theta\cos\phi$, using $\Lambda/\tau=v$ on the right:

$$1-\Lambda\mu\frac{\partial g}{\partial z}=g,
\qquad\text{or}\qquad
\Lambda\mu\frac{\partial g}{\partial z}+g=1.$$

At a wall, the outgoing intensity is the same in all directions and is fixed by the total arriving energy flux. The equilibrium part of $e$ reproduces itself. The part $h$ adds nothing to the arriving flux, because its integral over $\phi$ is zero. Phonons leaving a wall therefore have $h=0$, so $g=0$ at $z=0$ for $\mu>0$, and at $z=d$ for $\mu<0$.

The equation has the particular solution $g=1$ and the homogeneous solution $e^{-z/(\Lambda\mu)}$. The wall conditions fix its coefficient:

$$g=1-e^{-z/(\Lambda\mu)}\quad(\mu>0),\qquad
g=1-e^{-(d-z)/(\Lambda|\mu|)}\quad(\mu<0).$$

Phonons that have just left a wall carry, taken together, no net heat along the film. Along a path leading away from the wall, $g$ approaches its bulk value 1 within a few mean free paths.

## Part (b): the local conductivity

**Question.** Find the conductivity at height $z$ relative to the bulk value. Evaluate it at a wall and at the centre when $\delta=10$, and explain the wall value.

**Answer.** The heat flux along $x$ is the energy per solid angle times the $x$ velocity, summed over directions. The equilibrium part cancels, leaving

$$q_x=\int v\sin\theta\cos\phi\,h\,d\Omega
=-\frac{Cv\Lambda G}{4\pi}\int_0^{2\pi}\cos^2\phi\,d\phi\int_{-1}^{1}(1-\mu^2)\,g\,d\mu.$$

The azimuthal integral is $\pi$. With $q_x=-k(z)G$,

$$k(z)=\frac{Cv\Lambda}{4}\int_{-1}^{1}(1-\mu^2)\,g\,d\mu.$$

Far from all walls $g=1$, the integral is $4/3$, and $k_{\rm bulk}=Cv\Lambda/3$. Dividing, and inserting the solution for $g$, gives

$$\frac{k(z)}{k_{\rm bulk}}=1-L\!\left(\frac z\Lambda\right)-L\!\left(\frac{d-z}{\Lambda}\right),
\qquad
L(s)=\frac34\int_0^1(1-\mu^2)e^{-s/\mu}\,d\mu.$$

Each function $L$ is the loss caused by one wall. At that wall $L(0)=\frac34\cdot\frac23=\frac12$. Since $e^{-s/\mu}\le e^{-s}$ for $0<\mu\le1$, we also have $L(s)\le\frac12e^{-s}$, so the far wall is felt very weakly in a thick film.

For $\delta=10$ the local ratio is 0.5000 at a wall and 0.9997 at the centre. At a wall, half of the directions belong to phonons that have just been emitted and carry no net heat along $x$. The other half arrive from the interior with nearly their full bulk share.

## Part (c): the average over a thick film

**Question.** Average the conductivity over the thickness. Separate the correction that falls as a power of $1/\delta$ from the remainder, and find an upper bound on the remainder.

**Answer.** For one direction, the average of the exponential is

$$\frac1d\int_0^d e^{-z/(\Lambda\mu)}dz=\frac{\Lambda\mu}{d}\left(1-e^{-d/(\Lambda\mu)}\right)=\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right).$$

The two walls contribute equally, which turns the prefactor $3/4$ into $3/2$. The average conductivity $k$ obeys the Fuchs-Sondheimer formula for diffuse walls:

$$\frac{k}{k_{\rm bulk}}=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)\left(1-e^{-\delta/\mu}\right)d\mu.$$

The part without the exponential contains $\int_0^1(\mu-\mu^3)d\mu=\frac12-\frac14=\frac14$. Hence

$$\frac{k}{k_{\rm bulk}}=1-\frac{3}{8\delta}+R(\delta),
\qquad
R(\delta)=\frac{3}{2\delta}\int_0^1(\mu-\mu^3)e^{-\delta/\mu}\,d\mu.$$

The integrand of $R$ is positive between the end points, so $R>0$. For an upper bound, put $t=1/\mu$, with $d\mu=-dt/t^2$. Reversing the limits absorbs the minus sign:

$$\int_0^1(\mu-\mu^3)e^{-\delta/\mu}d\mu
=\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)e^{-\delta t}dt
=\int_1^\infty\frac{(t-1)(t+1)}{t^5}\,e^{-\delta t}dt.$$

For $t>1$ the factor $(t+1)/t^5=t^{-4}+t^{-5}$ is less than 2. With $w=t-1$,

$$\int_1^\infty(t-1)e^{-\delta t}dt=e^{-\delta}\int_0^\infty w\,e^{-\delta w}dw=\frac{e^{-\delta}}{\delta^2}.$$

Multiplying by 2 and by $3/(2\delta)$ gives

$$0<R(\delta)<\frac{3e^{-\delta}}{\delta^3}.$$

This bound falls faster than any power of $1/\delta$. In this model the thick-film expansion therefore has one inverse-power correction, $-3/(8\delta)$, and no terms in $1/\delta^2$, $1/\delta^3$ or higher powers.

## Part (d): a film ten mean free paths thick

**Question.** What percentage of its bulk conductivity does a film with $\delta=10$ retain, and how large is the error of the thick-film expansion? Find the film conductivity for the model parameters $C=1.0\times10^7$ erg/(cm³ K), $v=6.0\times10^5$ cm/s, $\Lambda=100$ nm and $d=1000$ nm.

**Answer.** Without the remainder,

$$\frac{k}{k_{\rm bulk}}\simeq1-\frac{3}{8\times10}=1-0.0375=0.9625.$$

The film retains 96.25 percent of its bulk conductivity. The bound of part (c) says that the neglected remainder is below $1.4\times10^{-7}$ of the bulk conductivity. Its computed value is $6.9\times10^{-8}$, about half the bound. The four digits of 96.25 percent are therefore unaffected by the truncation.

In the formula for $k_{\rm bulk}$, the mean free path is $1.0\times10^{-5}$ cm:

$$k_{\rm bulk}=\frac{(1.0\times10^7)(6.0\times10^5)(1.0\times10^{-5})}{3}
=2.0\times10^7\ \text{erg/(cm s K)}.$$

The film value is

$$k=0.9625\times2.0\times10^7=1.925\times10^7\ \text{erg/(cm s K)}.$$

Since 1 erg/(cm s K) equals $10^{-5}$ W/(m K), the bulk and film conductivities are 200 and 192.5 W/(m K).

The result can be compared with a simulation that does not use the solution for $g$. It follows 60,000 carriers on random flights for 200 relaxation times, with isotropic scattering inside and diffuse emission at the walls. At fixed $C$, the conductivity is proportional to the diffusion coefficient along the film, which follows from the mean square displacement. For $\delta=10$ the simulation gives a ratio of $0.9552\pm0.0039$, where the uncertainty is one standard error.

This lies 0.0073 below 0.9625, or 1.9 standard errors. Part of the gap can come from the finite observation time $t_0$. A carrier's velocity along $x$ is correlated with its initial value until its first scattering or wall event, so the correlation is positive and no larger than $(v^2/3)e^{-t/\tau}$. The mean square displacement weights this correlation by $1-t/t_0$. The missing part, relative to the bulk diffusion coefficient $v^2\tau/3$, is at most $\tau/t_0=1/200=0.005$. The simulation agrees with the formula within these uncertainties, but its standard error is too large to confirm the third and fourth digits of 0.9625.

## Part (e): where the conduction is lost

**Question.** Express the leading loss as a missing thickness of bulk material at each wall. What does the remainder $R$ represent in this picture?

**Answer.** If the other wall is far away, the missing thickness at one wall is the integral of its local loss:

$$\Lambda\int_0^\infty L(s)\,ds
=\frac{3\Lambda}{4}\int_0^1(1-\mu^2)\,\mu\,d\mu
=\frac{3\Lambda}{16}.$$

Here the integral over $s$ was done first, with $\int_0^\infty e^{-s/\mu}ds=\mu$. For $\Lambda=100$ nm each wall removes the conduction of 18.75 nm of bulk material. The two walls remove 37.5 nm out of 1000 nm, which is the 3.75 percent found in part (d).

This is an equivalent thickness. The material beside the wall still conducts at about half the bulk value, and the loss is spread over a distance comparable with $\Lambda$.

Subtracting two complete wall layers removes slightly too much, because each layer has a tail that would lie beyond the opposite wall. The two tails together, as a fraction of the film thickness, are

$$\frac{2}{\delta}\int_\delta^\infty L(s)\,ds
=\frac{3}{2\delta}\int_0^1(1-\mu^2)\,\mu\,e^{-\delta/\mu}\,d\mu
=R(\delta).$$

The remainder restores this excess, which explains both its positive sign and its exponential smallness.

## Part (f): thinner films

**Question.** Use the values below to judge the expansion as the film becomes thinner. Where must it fail, and what does the full formula give as $\delta\to0$?

| $\delta$ | $1-3/(8\delta)$ | full ratio |
|---:|---:|---:|
| 1 | 0.6250 | 0.6839 |
| 2 | 0.8125 | 0.8191 |
| 5 | 0.92500 | 0.92505 |

**Answer.** Relative to the full ratio, the expansion is too low by about 9 percent at $\delta=1$, by 0.8 percent at $\delta=2$ and by 0.006 percent at $\delta=5$. At $\delta=1$ the random-flight simulation gives $0.6808\pm0.0028$. This agrees with the full ratio and excludes the two-term value.

The two-term expression reaches zero at $\delta=3/8$ and is negative below that, which is impossible for this conductivity because $g\ge0$. A large part of each complete wall layer then lies beyond the opposite wall, so subtracting two complete layers removes far too much.

For the thin limit, let $\bar g$ be the average of $g$ over the thickness in one direction. With $y=\delta/\mu$,

$$\frac{k}{k_{\rm bulk}}=\frac32\int_0^1(1-\mu^2)\,\bar g\,d\mu,
\qquad
\bar g=1-\frac{1-e^{-y}}{y}.$$

Because $1-e^{-y}\ge y-y^2/2$, we have $\bar g\le y/2=\delta/(2\mu)$, and also $\bar g\le1$. For $\delta<1$, split the integral at $\mu=\sqrt\delta$. Below the split use $\bar g\le1$, which gives at most $\frac32\sqrt\delta$. Above it use $\bar g\le\delta/(2\sqrt\delta)=\sqrt\delta/2$, which gives at most $\frac32\cdot\frac23\cdot\frac{\sqrt\delta}{2}=\frac12\sqrt\delta$. Therefore

$$0<\frac{k}{k_{\rm bulk}}\le2\sqrt\delta\qquad(\delta<1),$$

and the ratio tends to zero. This is a loose upper bound. It says more than $k\le k_{\rm bulk}$ only for $\delta<1/4$, and it does not give the rate at which the ratio vanishes. The full formula gives 0.038 at $\delta=0.01$, against a bound of 0.2, and approaches $\frac34\delta\ln(1/\delta)$ slowly as $\delta\to0$.

## Part (g): real films

**Question.** How do the model parameters compare with those of real semiconductor films, and which assumptions limit the use of the result?

**Answer.** Crystals of silicon, germanium and gallium arsenide near room temperature have conductivities of roughly 50 to 150 W/(m K) and heat capacities of roughly $1.7\times10^7$ erg/(cm³ K). The model conductivity is thus somewhat high and its heat capacity somewhat low, but neither affects the ratio at fixed $\delta$. The assumption of a single mean free path does affect the result, since real phonons have a broad range of mean free paths. The argument of part (a) then applies to each group of phonons separately, because $\bar h$ still vanishes, and the groups' ratios are averaged with their shares of the bulk conductivity. This holds as long as every scattering event randomises the direction; where momentum-conserving (normal) phonon scattering is important, the groups are coupled and this simple average no longer applies. As an illustration, keep $d=1000$ nm and the total bulk conductivity fixed, but let half of that conductivity come from phonons with $\Lambda=100$ nm and half from phonons with $\Lambda=1000$ nm. The ratio becomes $\frac12(0.9625+0.6839)=0.823$ instead of 0.9625. The drop comes from moving half of the conduction to a longer mean free path, not from the spread as such. Where the two-term form holds for every group, the loss is $3\langle\Lambda\rangle/(8d)$, with $\langle\Lambda\rangle$ weighted by share of the bulk conductivity; groups at 10 and 190 nm with equal shares would again give 0.9625. For groups of equal speed this weighted mean is larger than the kinetic estimate $3k_{\rm bulk}/(Cv)$, so a gray $\Lambda$ taken from that estimate understates the loss. In the illustration the weighted mean is 550 nm, while the kinetic estimate, with $C$ the total of the two groups, is 182 nm and would give 0.932. Smoother walls reduce the loss: for perfectly mirror-like walls $g=1$ satisfies the reflection condition, and the 3.75 percent loss disappears. The figure of 96.25 percent therefore belongs to a gray film with diffuse walls, and a real film needs its own spectrum of mean free paths and its own wall condition.

The numerical output below lists the computed values for the gray film with diffuse walls.

## Table of computed values

```
heat capacity per volume: 1.00e+07 erg/(cm^3 K)
phonon speed: 6.00e+05 cm/s
mean free path: 100.0 nm
film thickness: 1000.0 nm
thickness / mean free path: 10.00 (no unit)
leading loss 3/(8 delta): 0.0375 (no unit)
two-term ratio: 96.2500 percent
full ratio: 96.2500069 percent
remainder R: 6.886e-08 (no unit)
upper bound on R: 1.362e-07 (no unit)
bulk conductivity: 2.0000e+07 erg/(cm s K)
bulk conductivity: 200.00 W/(m K)
film conductivity: 1.9250e+07 erg/(cm s K)
film conductivity: 192.50 W/(m K)
lost layer per wall: 18.75 nm
lost layer, both walls: 37.50 nm
local ratio at wall: 0.500000 (no unit)
local ratio at centre: 0.999680 (no unit)
transport-equation ratio: 0.962500 (no unit)
random flights, delta=1: 0.6808 +- 0.0028 (no unit)
random flights, delta=10: 0.9552 +- 0.0039 (no unit)
delta | two-term ratio | full ratio | R (all without unit)
   1 | 0.625000 | 0.683857 | 5.89e-02
   2 | 0.812500 | 0.819108 | 6.61e-03
   5 | 0.925000 | 0.925052 | 5.16e-05
  10 | 0.962500 | 0.962500 | 6.89e-08
  20 | 0.981250 | 0.981250 | 5.26e-13
```
